# Scalar relaxation time and mobility anisotropy in one ellipsoidal valley: verification in Python

```python
# Result under test: for elastic scattering with constant V|M|^2 = B inside
# one ellipsoidal valley, the linearized Boltzmann equation has the solution
# lambda(k) = tau(E) v(k), 1/tau = (2 pi/hbar) B N(E), so that
# mobility_i = e <tau> / m_i and mobility_t / mobility_l = m_l / m_t.
# lambda: vector mean free path; v: group velocity; N: density of states of
# one spin in one valley; m_l, m_t: masses along and across the valley axis.
# The reference side inverts the collision operator on the true ellipsoid.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import gamma as gamma_function

hbar, e, m0, kB = sc.hbar, sc.e, sc.m_e, sc.k

# Rough typical parameters of tensile-strained silicon
T = 300.0
ml_rel, mt_rel = 0.92, 0.19
Xi_eV, density, sound = 9.0, 2330.0, 9000.0
sound_t, Xi_d_eV, Xi_u_eV = 5400.0, 1.0, 9.0
alpha_per_eV = 0.5
D_eV_cm, phonon_eV = 1.0e9, 0.060
split_eV, doping_cm3, eps_rel = 0.20, 1.0e15, 11.7
field_V_cm = 10.0

kT = kB * T
masses = np.array([mt_rel, mt_rel, ml_rel]) * m0
B = (Xi_eV * e)**2 * kT / (density * sound**2)


def dos_formula(E, m):
    md = np.prod(m)**(1 / 3)
    return (2 * md)**1.5 * np.sqrt(E) / (4 * np.pi**2 * hbar**3)


def energy_surface(E, m, alpha=0.0, n_theta=20, n_phi=12):
    """Points k, velocities and density-of-states weights at energy E.
    alpha (1/J) is the Kane non-parabolicity."""
    c, wc = np.polynomial.legendre.leggauss(n_theta)
    phi = (np.arange(n_phi) + 0.5) * 2 * np.pi / n_phi
    C, P = np.meshgrid(c, phi, indexing="ij")
    S = np.sqrt(1 - C**2)
    n = np.stack([S * np.cos(P), S * np.sin(P), C], axis=-1).reshape(-1, 3)
    solid_angle = np.repeat(wc, n_phi) * 2 * np.pi / n_phi
    k = np.sqrt(2 * E * (1 + alpha * E) / (n**2 / m).sum(1)) / hbar
    kvec = k[:, None] * n
    v = hbar * kvec / m / (1 + 2 * alpha * E)
    slope = hbar * (v * n).sum(1)
    weight = solid_angle * k**2 / slope / (2 * np.pi)**3
    return kvec, v, weight


def mean_free_paths(v, weight, strength):
    """Solve sum_k' W (lambda - lambda') = v; strength is V|M|^2."""
    rate = 2 * np.pi / hbar * strength * weight[None, :]
    A = np.diag(rate.sum(1)) - rate
    # Fix the free additive constant by demanding zero surface average
    A += 0.3 * np.mean(np.diag(A)) * weight[None, :] / weight.sum()
    return np.linalg.solve(A, v)


def effective_times(v, weight, strength):
    lam = mean_free_paths(v, weight, strength)
    return (weight[:, None] * v * lam).sum(0) / (weight[:, None] * v**2).sum(0)


def solved_mobility(m, alpha=0.0):
    """Thermal mobility along each axis from the solved mean free paths."""
    u, wu = np.polynomial.legendre.leggauss(36)
    u, wu = 3 * (u + 1), 3 * wu
    top, bottom = np.zeros(3), 0.0
    for ui, wi in zip(u, wu):
        _, v, w = energy_surface(kT * ui**2, m, alpha)
        lam = mean_free_paths(v, w, np.full((len(w), len(w)), B))
        factor = wi * ui * np.exp(-ui**2)
        top += factor * (w[:, None] * v * lam).sum(0)
        bottom += factor * w.sum()
    return e / kT * top / bottom


# Three unequal masses: density of states and scalar time at every point
m_three = np.array([0.19, 0.40, 0.92]) * m0
worst = 0.0
for E in (0.5 * kT, 2.0 * kT):
    _, v, w = energy_surface(E, m_three, 0.0, 24, 20)
    assert abs(w.sum() / dos_formula(E, m_three) - 1) < 1e-5
    lam = mean_free_paths(v, w, np.full((len(w), len(w)), B))
    tau = hbar / (2 * np.pi * B * dos_formula(E, m_three))
    worst = max(worst, np.abs(lam - tau * v).max() / np.abs(tau * v).max())
assert worst < 1e-5

# Thermal mobilities against the closed form
tau0 = hbar / (2 * np.pi * B * dos_formula(kT, masses))
tau_mean = 4 * tau0 / (3 * np.sqrt(np.pi))
mu_formula = e * tau_mean / masses
mu_solved = solved_mobility(masses)
assert np.allclose(mu_solved, mu_formula, rtol=1e-5)
mass_ratio = ml_rel / mt_rel
assert abs(mu_solved[0] / mu_solved[2] / mass_ratio - 1) < 1e-5

# Kane non-parabolicity: same ratio, different size
mu_kane = solved_mobility(masses, alpha_per_eV / e)
assert abs(mu_kane[0] / mu_kane[2] / mass_ratio - 1) < 1e-5
assert mu_kane[0] < mu_solved[0]


def kernel_case(kind, n_theta, n_phi):
    """Mobility ratio t/l at energy 1.5 kT for a q-dependent kernel."""
    kvec, v, w = energy_surface(1.5 * kT, masses, 0.0, n_theta, n_phi)
    q = kvec[:, None, :] - kvec[None, :, :]
    q2 = (q**2).sum(-1)
    np.fill_diagonal(q2, 1.0)  # q = 0 drops out of the collision operator
    if kind == "coulomb":
        kappa2 = 2 * masses[0] * 1.5 * kT / hbar**2
        strength = B * kappa2**2 / (q2 + kappa2)**2
    elif kind == "deformation":
        cos2 = q[..., 2]**2 / q2
        lon = (Xi_d_eV + Xi_u_eV * cos2)**2 / sound**2
        tra = Xi_u_eV**2 * cos2 * (1 - cos2) / sound_t**2
        strength = e**2 * kT / density * (lon + tra)
    else:
        half = hbar * sound * np.sqrt(q2) / (2 * kT)
        strength = B * half / np.tanh(half)
    t = effective_times(v, w, strength)
    return t[0], t[2], t[0] / t[2] * mass_ratio


results = {}
for kind in ("coulomb", "deformation", "occupation"):
    coarse = kernel_case(kind, 20, 20)
    results[kind] = kernel_case(kind, 28, 28)
    # 1 percent: the deformation kernel is discontinuous at q = 0
    assert np.allclose(coarse, results[kind], rtol=1e-2)
assert results["coulomb"][2] < 0.9 * mass_ratio

# Phonon energy exchanged at 1.5 kT, weighted by the final states
kvec, v, w = energy_surface(1.5 * kT, masses)
q2 = ((kvec[:, None, :] - kvec[None, :, :])**2).sum(-1)
rms_phonon = hbar * sound * np.sqrt(w @ q2 @ w / w.sum()**2)
max_phonon = 2 * sound * np.sqrt(2 * masses[2] * 1.5 * kT)

# Intervalley phonons between the two low valleys (randomizing)
hw = phonon_eV * e
n_ph = 1 / np.expm1(hw / kT)
D = D_eV_cm * 100 * e


def intervalley_rate(E):
    emission = dos_formula(E - hw, masses) if E > hw else 0.0
    states = n_ph * dos_formula(E + hw, masses) + (n_ph + 1) * emission
    return np.pi * D**2 * hbar / (density * hw) * states


def averaged_integrand(x):
    rate = np.sqrt(x) / tau0 + intervalley_rate(x * kT)
    return x**1.5 * np.exp(-x) / rate


edge = hw / kT
tau_inter = (quad(averaged_integrand, 0, edge)[0]
             + quad(averaged_integrand, edge, 40)[0]) / gamma_function(2.5)

# Ionized impurities: momentum loss rate of a sphere with mass m_d
md = np.prod(masses)**(1 / 3)
Ni = doping_cm3 * 1e6
eps = eps_rel * sc.epsilon_0
debye = np.sqrt(eps * kT / (e**2 * Ni))
k_sphere = np.sqrt(2 * md * 1.5 * kT) / hbar
s2 = 1 / (k_sphere * debye)**2
angular = quad(lambda y: y**3 / 4 / (y**2 + s2)**2, 0, 2,
               points=[np.sqrt(s2), 10 * np.sqrt(s2)])[0]
potential2 = (e**2 / (eps * k_sphere**2))**2
imp_rate = (2 * np.pi / hbar * Ni * dos_formula(1.5 * kT, masses)
            * potential2 * angular)
ac_rate = np.sqrt(1.5) / tau0

# Degeneracy, upper valleys, and field strength
Nc = 2 * 2 * (md * kT / (2 * np.pi * hbar**2))**1.5
upper = 2 * np.exp(-split_eV * e / kT)
it, il = 1 / mt_rel, 1 / ml_rel
ratio_upper = (it + upper * (it + il) / 2) / (il + upper * it)
drift = mu_formula[0] * field_V_cm * 100
v_thermal = np.sqrt(kT / masses[0])


def show(label, value, unit=""):
    print(f"{label}: {value:.4g} {unit}".rstrip())


show("temperature", T, "K")
show("thermal energy kT", kT / e * 1e3, "meV")
show("longitudinal mass", ml_rel, "m0")
show("transverse mass", mt_rel, "m0")
show("density-of-states mass m_d", md / m0, "m0")
show("deformation potential Xi", Xi_eV, "eV")
show("mass density", density / 1000, "g/cm3")
show("longitudinal sound speed", sound * 100, "cm/s")
show("B", B / e**2 * 1e27, "eV^2 nm^3")
show("N(kT), one spin, one valley", dos_formula(kT, masses) * e * 1e-6,
     "1/(eV cm3)")
show("tau0 = tau(kT)", tau0 * 1e12, "ps")
show("mean time <tau>", tau_mean * 1e12, "ps")
show("in-plane mobility, formula", mu_formula[0] * 1e4, "cm2/Vs")
show("in-plane mobility, solved", mu_solved[0] * 1e4, "cm2/Vs")
show("normal mobility, formula", mu_formula[2] * 1e4, "cm2/Vs")
show("normal mobility, solved", mu_solved[2] * 1e4, "cm2/Vs")
show("mass ratio m_l/m_t", mass_ratio)
show("solved mobility ratio", mu_solved[0] / mu_solved[2])
show("three-mass test, largest relative error of tau v", worst)
show("control: screened Coulomb mobility ratio", results["coulomb"][2])
show("control: tau_l/tau_t", results["coulomb"][1] / results["coulomb"][0])
show("non-parabolicity", alpha_per_eV, "1/eV")
show("non-parabolic in-plane mobility", mu_kane[0] * 1e4, "cm2/Vs")
show("non-parabolic mobility ratio", mu_kane[0] / mu_kane[2])
show("intervalley coupling", D_eV_cm, "eV/cm")
show("intervalley phonon energy", phonon_eV * 1e3, "meV")
show("in-plane mobility with intervalley phonons",
     e * tau_inter / masses[0] * 1e4, "cm2/Vs")
show("dilation potential Xi_d", Xi_d_eV, "eV")
show("uniaxial potential Xi_u", Xi_u_eV, "eV")
show("transverse sound speed", sound_t * 100, "cm/s")
show("mobility ratio, directional potentials", results["deformation"][2])
show("rms acoustic phonon energy at 1.5 kT", rms_phonon / e * 1e3, "meV")
show("largest acoustic phonon energy at 1.5 kT", max_phonon / e * 1e3, "meV")
show("mobility ratio, quantum phonon occupation", results["occupation"][2])
show("tau_t with quantum occupation / constant-B tau",
     results["occupation"][0] * ac_rate)
show("electron and donor density", doping_cm3, "1/cm3")
show("relative permittivity", eps_rel)
show("screening length", debye * 1e9, "nm")
show("impurity rate / acoustic rate at 1.5 kT", imp_rate / ac_rate)
show("density / effective density of states", Ni / Nc)
show("valley splitting", split_eV * 1e3, "meV")
show("upper-valley to lower-valley population", upper)
show("mobility ratio with upper valleys, equal <tau>", ratio_upper)
show("field", field_V_cm, "V/cm")
show("in-plane drift speed", drift * 100, "cm/s")
show("drift speed / sound speed", drift / sound)
show("drift speed / thermal speed sqrt(kT/m_t)", drift / v_thermal)
print("checks complete")
```

It prints:

```
temperature: 300 K
thermal energy kT: 25.85 meV
longitudinal mass: 0.92 m0
transverse mass: 0.19 m0
density-of-states mass m_d: 0.3214 m0
deformation potential Xi: 9 eV
mass density: 2.33 g/cm3
longitudinal sound speed: 9e+05 cm/s
B: 0.001778 eV^2 nm^3
N(kT), one spin, one valley: 9.98e+19 1/(eV cm3)
tau0 = tau(kT): 0.5905 ps
mean time <tau>: 0.4442 ps
in-plane mobility, formula: 4112 cm2/Vs
in-plane mobility, solved: 4112 cm2/Vs
normal mobility, formula: 849.1 cm2/Vs
normal mobility, solved: 849.1 cm2/Vs
mass ratio m_l/m_t: 4.842
solved mobility ratio: 4.842
three-mass test, largest relative error of tau v: 8.899e-08
control: screened Coulomb mobility ratio: 1.926
control: tau_l/tau_t: 2.513
non-parabolicity: 0.5 1/eV
non-parabolic in-plane mobility: 3643 cm2/Vs
non-parabolic mobility ratio: 4.842
intervalley coupling: 1e+09 eV/cm
intervalley phonon energy: 60 meV
in-plane mobility with intervalley phonons: 2843 cm2/Vs
dilation potential Xi_d: 1 eV
uniaxial potential Xi_u: 9 eV
transverse sound speed: 5.4e+05 cm/s
mobility ratio, directional potentials: 7.512
rms acoustic phonon energy at 1.5 kT: 5.564 meV
largest acoustic phonon energy at 1.5 kT: 11.46 meV
mobility ratio, quantum phonon occupation: 4.859
tau_t with quantum occupation / constant-B tau: 0.996
electron and donor density: 1e+15 1/cm3
relative permittivity: 11.7
screening length: 129.3 nm
impurity rate / acoustic rate at 1.5 kT: 0.01413
density / effective density of states: 0.0001093
valley splitting: 200 meV
upper-valley to lower-valley population: 0.0008733
mobility ratio with upper valleys, equal <tau>: 4.824
field: 10 V/cm
in-plane drift speed: 4.112e+04 cm/s
drift speed / sound speed: 0.04569
drift speed / thermal speed sqrt(kT/m_t): 0.002658
checks complete
```
